# Van Vleck's formula for s core-hole exchange splitting and its limits, part 3

Removing an s electron from $s^2l^N$, with open-shell spin $S$, leaves $s^1l^N$ with total spin $S'=S\pm\tfrac12$. Van Vleck's formula for this doublet assumes frozen orbitals, one configuration, no spin–orbit coupling, one radial function $P_l$ for the open shell and the sudden approximation. In atomic units the spin-free Hamiltonian is

$$H=\sum_{pq\sigma}h_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}+\frac12\sum_{pquv}\sum_{\sigma\tau}(pq|uv)\,a^\dagger_{p\sigma}a^\dagger_{u\tau}a_{v\tau}a_{q\sigma},\tag{1}$$

$$(pq|uv)=\iint\phi_p^*(1)\phi_q(1)\,\frac{1}{r_{12}}\,\phi_u^*(2)\phi_v(2)\,d^3r_1\,d^3r_2 .$$

Terms changing the shell occupations were dropped. The orbitals have radial parts $P_s/r$, $P_l/r$, and

$$G^l=\iint P_s(r_1)P_l(r_1)\,\frac{r_<^l}{r_>^{l+1}}\,P_s(r_2)P_l(r_2)\,dr_1dr_2,\qquad K=\frac{G^l}{2l+1}>0 .$$

The shell Hamiltonian $H_l$ has eigenstates $|\gamma SM\rangle$ with energy $E_\gamma$. The initial state is $|i\rangle=c^\dagger_\uparrow c^\dagger_\downarrow|\gamma SM\rangle$, where $c^\dagger_\sigma$ creates an s electron. Removal leaves $|\chi_\sigma\rangle=c_\sigma|i\rangle$, in the parent block of states $c^\dagger_\sigma|\gamma SM'\rangle$ with fixed $\gamma,S$. There, with $\mathbf s$ and $\mathbf S$ the s-orbital and shell spins and $F^0$ the direct s–l integral,

$$H=h_{ss}+NF^0-\tfrac12NK+E_\gamma-KX,\qquad X\equiv2\,\mathbf s\cdot\mathbf S ,\tag{10}$$

$$(X-S)(X+S+1)=0.\tag{11}$$

$\mathcal P_\pm$ project on $S'=S\pm\tfrac12$. The binding energies $E_B$, with weighted mean $B_0$, are

$$E_B(S+\tfrac12)=B_0-KS,\qquad E_B(S-\tfrac12)=B_0+K(S+1),\tag{12}$$

$$\Delta E=E(S-\tfrac12)-E(S+\tfrac12)=K(S+1)+KS=(2S+1)\,\frac{G^l}{2l+1}.\tag{13}$$

An ionic eigenstate $|f\rangle$ has weight $w_\sigma(f)=|\langle f|c_\sigma|i\rangle|^2$. The line weights, with superscript $\pm$ for $S'=S\pm\tfrac12$, and their spin sums $I_\pm$ are

$$w_\uparrow^{+}=\frac{S+1-M}{2S+1},\quad w_\uparrow^{-}=\frac{S+M}{2S+1},\qquad w_\downarrow^{+}=\frac{S+1+M}{2S+1},\quad w_\downarrow^{-}=\frac{S-M}{2S+1},\tag{14}$$

$$I_+=\frac{2S+2}{2S+1},\qquad I_-=\frac{2S}{2S+1},\qquad \frac{I_+}{I_-}=\frac{S+1}{S}.\tag{15}$$

Result (15) holds for any superposition of shell states with the same $S$. A line's polarization is $(w_\uparrow-w_\downarrow)/(w_\uparrow+w_\downarrow)$. At $M=S$ the mean energies of the hole determinants $|\chi_\uparrow\rangle$ and $|\chi_\downarrow\rangle$ differ by $2SK$.

## Spin–orbit coupling in the open shell

The s orbital has no spin–orbit coupling, but the open shell has, and then $H_l$ no longer commutes with $\mathbf S$. Suppose the coupling is weak compared with the distances between terms, so that it acts as $A\,\mathbf L\cdot\mathbf S$ inside one term. For $L=0$, as in the $^6S$ term of $d^5$ and the $^8S$ term of $f^7$, it vanishes in this order.

If $|A|\ll K$, each line is shifted or split by amounts of order $|A|$ and becomes a cluster, which may consist of a single level. To zeroth order in $A/K$ the cluster weights are still (15), because that result holds for any superposition of states with the same $S$, and a level of given $J$ is such a superposition.

If $K$ is small compared with the distances between the $J$ levels, $-2K\,\mathbf s\cdot\mathbf S$ is a perturbation inside one level. By the projection theorem $\mathbf S$ acts there as $\lambda\mathbf J$ with $\lambda=\langle\mathbf S\cdot\mathbf J\rangle/J(J+1)$, and $\mathbf L^2=(\mathbf J-\mathbf S)^2$ gives $\mathbf S\cdot\mathbf J=\frac12[J(J+1)+S(S+1)-L(L+1)]$. The algebra of (11) to (15) used only the commutation rules, so it carries over with $S\to J$ and $K\to\lambda K$. For $J>0$ the splitting to first order in $K$ is $(2J+1)|\lambda|K$ with weights $(J+1):J$, and the order of the lines is inverted for $\lambda<0$. A level with $J=0$ is not split and gives a single line in this limit. Between the two limits a level with $J>0$ generally gives more than two lines. A level with $J=0$ and $S>0$ gives two, and the weight of one of them vanishes as $K\to0$.

## Configuration mixing in the ion and the moment rules

In a free ion the terms of (1) that were dropped connect $s^1l^N$ with other configurations of the same parity, $L$ and $S'$. Orbital relaxation around the hole belongs here too, since in a basis of frozen orbitals it is described by admixing excited configurations. Let the ion be treated in any enlarged space that contains $s^1l^N$ and is closed under spin rotations, with the full spin-free $H$, while the initial state remains the single-configuration state $|i\rangle$. The eigenstates $|f\rangle$ have definite $S'$, and the projector $\Pi_{S'}$ on total spin commutes with $H$. On the parent block $\Pi_{S\pm1/2}=\mathcal P_\pm$. Completeness of the eigenstates of given spin yields

$$\sum_{f\in S'}w_\sigma(f)=\langle\chi_\sigma|\Pi_{S'}|\chi_\sigma\rangle=w_\sigma^\pm,$$

$$\sum_{f\in S'}w_\sigma(f)\,E_f=\langle\chi_\sigma|\mathcal P_\pm H\,\mathcal P_\pm|\chi_\sigma\rangle=w_\sigma^\pm\,E(S\pm\tfrac12).$$

In the second line $\mathcal P_\pm|\chi_\sigma\rangle$ lies in $s^1l^N$, so the expectation value involves only the projected Hamiltonian (10), of which it is an eigenstate. The total weight of each spin channel and its centroid are therefore those of Van Vleck's formula. What changes is the distribution inside a channel: the weight spreads over a main line and satellites, and since the mean is fixed, a shift of the main line to lower energy is balanced by satellites at higher energy. The observed distance and ratio of the two main lines need not obey (13) and (15). The rules concern the s-removal weights $w_\sigma(f)$ and assume an uncorrelated initial state. Mixing in the initial state in general shifts the centroids. The total weights keep the ratio $(S+1):S$ as long as the s shell is either full or empty in every admixed configuration, because an empty s shell contributes nothing to s removal. Configurations with a singly occupied s shell in general change the ratio.

## Worked example: the 3s hole of Mn²⁺ with frozen orbitals

The ion Mn²⁺ has the ground term $3s^23p^63d^5\;{}^6S$, with $l=2$, $N=5$, $S=5/2$. The orbitals come from a nonrelativistic restricted open-shell Hartree–Fock (ROHF) calculation of the free ion in the def2-TZVP basis, 45 spherical Gaussian functions, with the occupations $1s^22s^22p^63s^23p^63d^5$ imposed and all five 3d spins parallel. The ROHF energy does not change when closed-shell orbitals of the same symmetry are mixed, so the 3s orbital needs a further condition: the closed-shell orbitals are chosen to diagonalize the mean of the spin-up and spin-down Fock operators. Using only one of the two operators would change $G^2$ below by about 0.1 percent. The total energy is −1149.0859 hartree. The half-filled shell has a spherical density for each spin, so the five 3d orbitals share one radial function, as the derivation assumes. The conversion is 1 hartree = 27.211386 eV.

The radial functions $P_{3s}$ and $P_{3d}$ are read off the orbitals along a ray from the nucleus, and the double integral is done by trapezoidal quadrature on a logarithmic grid:

$$G^2(3s,3d)=0.407983\ \text{hartree}=11.102\ \text{eV}.$$

Then $K=11.102/5=2.2204$ eV, which is the value of the integral $(3s\,3d|3d\,3s)$ for each 3d orbital, and

$$\Delta E=(2S+1)K=6\times2.2204=13.322\ \text{eV}=0.4896\ \text{hartree}.$$

For the absolute positions, the Hamiltonian (1) is set up in the determinants of $3s^13p^63d^5$ with the frozen ROHF orbitals and analytic Gaussian integrals, and diagonalized for $S'_z=3$ and $S'_z=2$. The weighted mean of the two lines reached by removal of a 3s electron, relative to the ROHF energy, is $B_0=121.266$ eV. With $KS=2.5\times2.2204=5.551$ eV and $K(S+1)=3.5\times2.2204=7.771$ eV, equation (12) gives

$$E_B({}^7S)=121.266-5.551=115.72\ \text{eV},\qquad E_B({}^5S)=121.266+7.771=129.04\ \text{eV}.$$

These are frozen-orbital ionization energies of a free doubly charged ion. They are not comparable with binding energies in a solid, and the decimals serve only to display the arithmetic.

For $M=S=5/2$, equation (14) gives for spin-up removal $w^+_\uparrow=1/6=0.1667$ and $w^-_\uparrow=5/6=0.8333$, and for spin-down removal $w^+_\downarrow=1$ and $w^-_\downarrow=0$. The sums are $I({}^7S)=7/6=1.1667$ and $I({}^5S)=5/6=0.8333$, with ratio $7:5=1.4$. The polarization of the $^7S$ line is $(1/6-1)/(7/6)=-5/7$, and that of the $^5S$ line is $+1$.

The two hole determinants differ by $2SK=5\times2.2204=11.102$ eV, which is one sixth less than the multiplet splitting. The equality of this number with $G^2$ is special to the half-filled shell, where $2S=2l+1$.

The measured 3s splitting in ionic Mn(II) compounds is roughly 6 eV, a rough figure only. The frozen single-configuration value of 13.3 eV is about twice as large.

## Worked example continued: mixing with $3s^23p^43d^6$

The configuration $3s^23p^43d^6$ has the same electron number and the same even parity as $3s^13p^63d^5$. The two are connected by the repulsion integrals in which two 3p electrons scatter into 3s and 3d. Symmetry makes this mixing act on one spin channel only.

For $S'=3$, all six open-shell spins of $p^4d^6$ must be parallel: $p^4$ must have spin 1 and $d^6$ spin 2. In $p^4$ with maximal spin projection the spin-up p shell is full and one spin-down electron carries $L=1$, the term $^3P$. In $d^6$ the spin-up d shell is full and one spin-down electron carries $L=2$, the term $^5D$. Coupling $L=1$ with $L=2$ gives $L=1,2,3$. There is no $^7S$, and the high-spin hole state cannot mix.

For $S'=2$ and $L=0$ the two shells must have equal $L$. The terms of $p^4$ are $^3P$, $^1D$, $^1S$. A singlet $p^4$ needs a quintet $d^6$, and the only quintet is $^5D$, so $^1D\times{}^5D$ gives one $^5S$. The triplet $^3P$ needs a P term of $d^6$ with spin 1, 2 or 3, hence $^3P$. The number of terms with given $S,L$ is obtained from the numbers $n(M_S,M_L)$ of determinants. A term $(S_0,L_0)$ contributes one state to every $n(M_S,M_L)$ with $M_S\le S_0$ and $M_L\le L_0$ (for non-negative projections), so the combination $n(S,L)-n(S+1,L)-n(S,L+1)+n(S+1,L+1)$ counts only terms with $S_0=S$ and $L_0=L$. For the four holes of $d^6$ at $M_S=1$, three parallel holes have $m$ sums $3,2,1,0,-1,-2,-3$ with multiplicities $1,1,2,2,2,1,1$, and the fourth has any $m$ from −2 to 2. Then $n(1,1)$ collects the sums from −1 to 3, giving $2+2+2+1+1=8$, and $n(1,2)$ those from 0 to 3, giving $2+2+1+1=6$. At $M_S=2$ there is one determinant for each $M_L$ from −2 to 2. The count is $8-1-6+1=2$, so two $^3P$ terms exist and give two more $^5S$ states. In $3s^13d^5$ a $^5S$ could come from a $^6S$ or a $^4S$ parent. For $d^5$, $n(\frac32,0)=5$, $n(\frac32,1)=4$, $n(\frac52,0)=1$ and $n(\frac52,1)=0$, so the number of $^4S$ terms is $5-1-4+0=0$. The two configurations together contain exactly four $^5S$ states and one $^7S$ state.

The configuration interaction (CI) is done with the same frozen orbitals, by full diagonalization in 221 determinants for $S'_z=2$ and 16 for $S'_z=3$, and the weights are the squared overlaps with $c_\sigma|i\rangle$ for the ROHF determinant $|i\rangle$. Removal from 3p or 3d does not feed these lines, because it produces $L=1$ or $L=2$ from a $^6S$ state. The $^7S$ line keeps its frozen position and its weight 1.1667. The $^5S$ weight is divided among four lines, with energies counted from the $^7S$ line:

| energy (eV) | weight |
|---|---|
| 3.89 | 0.5540 |
| 22.55 | 0.0517 |
| 23.25 | 0.1026 |
| 43.12 | 0.1251 |

The weights add to 0.8334, which is $5/6$ within rounding. The first moment is $0.5540\times3.89+0.0517\times22.55+0.1026\times23.25+0.1251\times43.12=2.155+1.166+2.385+5.394=11.100$ eV, and division by 0.8333 gives 13.32 eV, the Van Vleck value, as the moment rule requires. The main splitting has fallen from 13.3 eV to 3.9 eV, and the ratio of the main lines has risen from 1.4 to $1.1667/0.5540=2.11$. The main $^5S$ state has a weight of 0.335 in $3s^23p^43d^6$, one third, so the mixing is too strong to be regarded as a small correction. The table shows the two energies that compete. The frozen $^5S$ state is an eigenstate of the projected Hamiltonian, so the rms spread of the four lines about 13.32 eV, which is 14.5 eV, equals its total coupling to the three $^5S$ states of $3s^23p^43d^6$. The sum of the four energies is the trace of the Hamiltonian matrix, so before mixing these three states lie on average $(92.81-13.32)/3-13.32=13.2$ eV above the frozen $^5S$ state. The coupling is as large as the mean energy cost.

## Worked example continued: the full $3s3p3d$ space

All distributions of the twelve electrons over the nine orbitals give $9\times126=1134$ determinants for $S'_z=2$ (eight spin-up and four spin-down electrons) and 84 for $S'_z=3$ (nine and three). For $S'_z=3$ the spin-up shells are full, and the three spin-down electrons must have $L=0$ and the odd parity of $p^3$. The odd occupations are $p^3$, $spd$ and $pd^2$. The first is the frozen state, and the second has $L=1,2,3$. In the third, two parallel d electrons have the $m$ sums listed above, which decompose into $L=3$ and $L=1$, and $L=1$ coupled with the p electron gives one state with $L=0$. The $^7S$ hole state can thus mix with a single state, which belongs to $3s^13p^43d^7$. This lowers the main $^7S$ line by 0.68 eV and reduces its weight from 1.1667 to 1.1592.

The four strongest $^5S$ lines lie 4.45, 21.67, 23.17 and 41.52 eV above the main $^7S$ line, with weights 0.5509, 0.0970, 0.0622 and 0.1171. These add to 0.8272, and the remaining 0.006 of the channel weight lies in weaker lines. The channel centroids are again 13.32 eV apart and the channel ratio is 1.4. The main ratio is $1.1592/0.5509=2.10$, and the $3s^23p^43d^6$ part of the main $^5S$ state is 0.338.

The larger space widens the main splitting again, from 3.89 to 4.45 eV. Counted from the frozen $^7S$ position, the main $^5S$ line moves from 3.89 eV to $4.45-0.68=3.77$ eV, a drop of only 0.12 eV, while the $^7S$ line drops by 0.68 eV.

The frozen value of 13.3 eV lies far above the rough measured 6 eV, and the CI value of about 4.5 eV lies somewhat below it. The calculation omits orbital relaxation, excitations out of the $n=3$ space, correlation in the initial state, relativistic corrections and the ligands. It does not show which of these closes the remaining gap. It shows that for a 3s hole beside a $3d^5$ shell, at this level of theory, $(2S+1)G^2/5$ and $(S+1):S$ describe the centroids and total weights of the two spin channels, while the main lines stand about one third as far apart and have a ratio near 2.
